# Choosing the recursive lattice solver for layered DMFT calculations: test program

```python
"""
Layered inhomogeneous DMFT by left and right continued fractions.

Result under test: at fixed in-plane energy eps the layer Green function is
    G_aa = 1/(L_a + R_a - y_a),   y_a = z - Sigma_a - eps (- V_a),
    L_a = y_a - t^2/L_(a-1),      R_a = y_a - t^2/R_(a+1),
and the number of operations is linear in the number of layers.
Tails: left_a = t^2/L_(a-1), right_a = t^2/R_(a+1).
Example: half-filled spinless Falicov-Kimball barrier between noninteracting
semi-infinite leads on a simple cubic lattice, without charge order.
z: complex frequency; T_HOP: hopping; U_INT: interaction; Sigma: self-energy.
Energies are in eV, lengths in angstrom.
"""
import operator
import numpy as np
from scipy import constants
from scipy.special import ellipkm1

T_HOP = 0.25
U_INT = 1.5
SPACING = 4.0
HARTREE = constants.value("Hartree energy in eV")
BOHR = constants.value("Bohr radius") * 1e10
rng = np.random.default_rng(7)


def chain_green(y, hop2, left_end, right_end):
    """Tails and diagonal Green function; entries may be numbers or arrays."""
    n = len(y)
    left = [left_end]
    for a in range(1, n):
        left.append(hop2[a - 1] / (y[a - 1] - left[a - 1]))
    right = [right_end]
    for a in range(n - 2, -1, -1):
        right.append(hop2[a] / (y[a + 1] - right[-1]))
    right.reverse()
    green = [1.0 / (y[a] - left[a] - right[a]) for a in range(n)]
    return left, right, green


def lead_denominator(y):
    """Causal solution of L = y - t^2/L for a semi-infinite uniform lead."""
    return 0.5 * (y + np.sqrt(y - 2 * T_HOP) * np.sqrt(y + 2 * T_HOP))


def energy_grid(omega, points=64):
    """Quadrature for the square-lattice density of states.

    Intervals end at the van Hove energy and at the lead band edges;
    the map u -> s clusters nodes at the interval ends."""
    edge = 4 * T_HOP
    breaks = {-edge, 0.0, edge}
    for b in (omega - 2 * T_HOP, omega + 2 * T_HOP):
        if abs(b) < edge - 1e-9 and abs(b) > 1e-9:
            breaks.add(b)
    breaks = sorted(breaks)
    node, weight = np.polynomial.legendre.leggauss(points)
    u = 0.5 * (node + 1)
    s = u**3 * (10 - 15 * u + 6 * u**2)
    ds = 30 * u**2 * (1 - u)**2 * 0.5 * weight
    eps = np.concatenate([a + (b - a) * s for a, b in zip(breaks, breaks[1:])])
    w = np.concatenate([(b - a) * ds for a, b in zip(breaks, breaks[1:])])
    dos = ellipkm1((eps / edge)**2) / (2 * np.pi**2 * T_HOP)
    return eps, w * dos


def solve_barrier(z, n, u_int=U_INT, attached=True, start=-0.5j, tol=1e-9):
    """DMFT iteration; returns self-energies, local G, iteration count."""
    eps, w = energy_grid(z.real)
    if attached:
        end = T_HOP**2 / lead_denominator(z - eps)
    else:
        end = np.zeros(len(eps), complex)
    hop2 = [T_HOP**2] * (n - 1)
    sigma = np.full(n, start, complex)
    for iteration in range(1, 5001):
        y = [z - s - eps for s in sigma]
        left, right, green = chain_green(y, hop2, end, end)
        green = np.array(green)
        local = green @ w
        h = eps + np.array(left) + np.array(right)
        hybrid = ((h * green) @ w) / local
        new = u_int**2 / (4 * (z - hybrid))
        change = np.max(np.abs(new / sigma - 1))
        sigma = new
        if change < tol:
            return sigma, local, iteration
    raise RuntimeError("DMFT iteration did not converge")


def ldos(green):
    return -np.imag(green) / np.pi


# Recursion against dense inversion, with random layers and bonds.
n = 12
y = rng.normal(size=n) + 1j * (0.05 + rng.random(n))
hop = 0.1 + rng.random(n - 1)
left, right, green = chain_green(y, hop**2, 0.0, 0.0)
dense = np.linalg.inv(np.diag(y) + np.diag(hop, 1) + np.diag(hop, -1))
err_chain = np.max(np.abs(np.array(green) - np.diag(dense)))
assert err_chain < 1e-10
for denominator in (y - left, y - right, y - left - right):
    assert np.all(np.imag(denominator) >= np.imag(y) - 1e-13)

# In-plane Fourier reduction against a periodic real-space cluster.
side, n = 6, 4
sigma_test = rng.normal(size=n) * 0.3 - 1j * (0.1 + 0.3 * rng.random(n))
z = 0.1 + 0.25j
ring = np.roll(np.eye(side), 1, axis=0)
ring = ring + ring.T
plane = -T_HOP * (np.kron(ring, np.eye(side)) + np.kron(np.eye(side), ring))
stack = -T_HOP * (np.eye(n, k=1) + np.eye(n, k=-1))
h_real = np.kron(np.eye(n), plane) + np.kron(stack, np.eye(side**2))
h_eff = h_real + np.diag(np.repeat(sigma_test, side**2))
g_real = np.diag(np.linalg.inv(z * np.eye(len(h_real)) - h_eff))
g_real = g_real.reshape(n, side**2)


def plane_energies(count):
    c = np.cos(2 * np.pi * np.arange(count) / count)
    return (-2 * T_HOP * (c[:, None] + c[None, :])).ravel()


ek = plane_energies(side)
hop2 = [T_HOP**2] * (n - 1)
g_k = np.array(chain_green([z - s - ek for s in sigma_test], hop2, 0.0, 0.0)[2])
err_cluster = np.max(np.abs(g_real - g_k.mean(axis=1)[:, None]))
assert err_cluster < 1e-10

# Density-of-states integral against a fine k-sum with dense inversion.
ek = plane_energies(96)
mats = np.diag(z - sigma_test) - stack - ek[:, None, None] * np.eye(n)
g_sum = np.diagonal(np.linalg.inv(mats), axis1=1, axis2=2).mean(axis=0)
eps, w = energy_grid(0.0)
g_int = np.array(chain_green([z - s - eps for s in sigma_test],
                             hop2, 0.0, 0.0)[2]) @ w
err_dos = np.max(np.abs(g_sum - g_int))
assert err_dos < 1e-7
assert abs(w.sum() - 1) < 1e-7

# Lead closure against a long finite chain.
y_lead = np.linspace(-1.5, 1.5, 31) + 0.05j
long_chain = y_lead.copy()
for _ in range(1000):
    long_chain = y_lead - T_HOP**2 / long_chain
assert np.max(np.abs(long_chain - lead_denominator(y_lead))) < 1e-10

# Impurity formula and equal weights from explicit bath matrices.
bath = np.array([-0.6, -0.2, 0.2, 0.6])
coupling = np.array([0.2, 0.3, 0.3, 0.2])


def impurity_matrix(level):
    h = np.diag(np.concatenate([[level], bath]))
    h[0, 1:] = h[1:, 0] = coupling
    return h


def impurity_green(level, zz):
    return np.linalg.inv(zz * np.eye(5) - impurity_matrix(level))[0, 0]


zz = 0.17 + 0.1j
g_bare = impurity_green(0.0, zz)
g_mean = 0.5 * (impurity_green(U_INT / 2, zz) + impurity_green(-U_INT / 2, zz))
assert abs((1 / g_bare - 1 / g_mean) - U_INT**2 * g_bare / 4) < 1e-11
beta = 5.0
log_z = []
for sign in (1, -1):
    levels = np.linalg.eigvalsh(impurity_matrix(sign * U_INT / 2))
    log_z.append(sign * beta * U_INT / 4
                 + np.sum(np.log1p(np.exp(-beta * levels))))
assert abs(log_z[0] - log_z[1]) < 1e-11

# Converged barrier: self-consistency rebuilt with dense matrices.
z = 0.2 + 0.05j
n = 6
sigma, local, _ = solve_barrier(z, n)
eps, w = energy_grid(z.real)
tail = T_HOP**2 / lead_denominator(z - eps)
mats = (np.diag(z - sigma) + T_HOP * (np.eye(n, k=1) + np.eye(n, k=-1))
        - eps[:, None, None] * np.eye(n))
mats[:, 0, 0] -= tail
mats[:, -1, -1] -= tail
g_dense = np.einsum("e,eaa->a", w, np.linalg.inv(mats))
x = 1 / g_dense + sigma
g_imp = 0.5 * (1 / (x - U_INT / 2) + 1 / (x + U_INT / 2))
err_dmft = np.max(np.abs(g_imp - g_dense))
assert err_dmft < 1e-6

# Centre of a thick barrier against bulk DMFT from a three-dimensional k-sum.
z = 0.3j
sigma_thick = solve_barrier(z, 31)[0][15]
c = -2 * T_HOP * np.cos(2 * np.pi * np.arange(32) / 32)
e3 = (c[:, None, None] + c[None, :, None] + c[None, None, :]).ravel()
sigma_bulk = -0.5j
for _ in range(200):
    g_bulk = np.mean(1 / (z - sigma_bulk - e3))
    sigma_bulk = U_INT**2 / (4 * (1 / g_bulk + sigma_bulk))
err_bulk = abs(sigma_thick - sigma_bulk)
assert err_bulk < 1e-6


class Counted:
    """Number that counts every arithmetic operation actually executed."""
    total = 0

    def __init__(self, value):
        self.value = value

    def apply(self, other, action):
        Counted.total += 1
        other = other.value if isinstance(other, Counted) else other
        return Counted(action(self.value, other))

    def __sub__(self, other):
        return self.apply(other, operator.sub)

    def __mul__(self, other):
        return self.apply(other, operator.mul)

    def __truediv__(self, other):
        return self.apply(other, operator.truediv)

    def __rtruediv__(self, other):
        return self.apply(other, lambda p, q: q / p)


def dense_inverse(a):
    """In-place Gauss-Jordan inversion without pivoting."""
    size = len(a)
    for p in range(size):
        pivot = 1.0 / a[p][p]
        a[p][p] = Counted(1.0)
        a[p] = [v * pivot for v in a[p]]
        for i in range(size):
            if i != p:
                factor = a[i][p]
                a[i][p] = Counted(0.0)
                a[i] = [v - factor * q for v, q in zip(a[i], a[p])]
    return a


ops_chain, ops_dense = {}, {}
for n in (10, 20, 40):
    values = rng.normal(size=n) * 0.3 + 1j
    Counted.total = 0
    result = chain_green([Counted(v) for v in values],
                         [Counted(T_HOP**2)] * (n - 1),
                         Counted(0.0), Counted(0.0))[2]
    ops_chain[n] = Counted.total
    matrix = np.diag(values) + T_HOP * (np.eye(n, k=1) + np.eye(n, k=-1))
    Counted.total = 0
    inverse = dense_inverse([[Counted(v) for v in row] for row in matrix])
    ops_dense[n] = Counted.total
    assert max(abs(result[a].value - inverse[a][a].value)
               for a in range(n)) < 1e-10
slope = (ops_chain[20] - ops_chain[10]) / 10
assert ops_chain[40] - ops_chain[20] == 20 * slope
assert ops_dense[40] / ops_dense[20] > 7

# Iteration count at the lowest Matsubara frequency for kT = 0.025 eV.
kt = 0.025
z_mats = 1j * np.pi * kt
iterations = {n: solve_barrier(z_mats, n)[2] for n in (5, 20, 80)}
assert abs(iterations[80] - iterations[20]) <= 2

# Decay law at zero frequency for two interactions, and its threshold.
z0 = 1e-12j
decay = {}
for u_int in (U_INT, 1.4):
    sig, loc, _ = solve_barrier(z0, 15, u_int=u_int)
    a_layer = ldos(loc)
    measured = (a_layer[6] + a_layer[8]) / (2 * a_layer[7])
    predicted = u_int**2 / (8 * T_HOP**2) - 2
    assert abs(measured / predicted - 1) < 1e-5
    decay[u_int] = (sig, a_layer, measured, predicted)
sigma15, a15, cosh_measured, cosh_predicted = decay[U_INT]
assert np.allclose(a15, a15[::-1], rtol=1e-6, atol=0)
kappa = np.arccosh(cosh_predicted)
u_threshold = 2 * np.sqrt(6) * T_HOP
metal15 = ldos(solve_barrier(z0, 15, u_int=1.0)[1])[7]
metal31 = ldos(solve_barrier(z0, 31, u_int=1.0)[1])[15]
assert metal31 > 0.5 * metal15

# Control: the leads cause the zero-energy density of states in the barrier.
with_leads = ldos(solve_barrier(1e-5j, 7)[1])[3]
no_leads = ldos(solve_barrier(1e-5j, 7, attached=False)[1])[3]
no_leads_wide = ldos(solve_barrier(1e-4j, 7, attached=False)[1])[3]
assert abs(no_leads_wide / no_leads - 10) < 0.1
assert with_leads > 20 * no_leads

# Density of states at omega = U/2, reached from two starting points.
z_band = U_INT / 2 + 1e-12j
sig_a, loc_a, _ = solve_barrier(z_band, 7)
sig_b, loc_b, _ = solve_barrier(z_band, 7, start=0.3 - 2.0j)
assert np.max(np.abs(sig_a - sig_b)) < 1e-6

# Three-layer barrier at one in-plane energy, for a calculation by hand.
sigma3, local3, _ = solve_barrier(z0, 3)
eps_show = 0.3
y3 = z0 - sigma3 - eps_show
lead_show = lead_denominator(z0 - eps_show)
end3 = T_HOP**2 / lead_show
left3, right3, green3 = chain_green(y3, [T_HOP**2] * 2, end3, end3)

print(f"hopping t = {T_HOP} eV, interaction U = {U_INT} eV")
print(f"layer spacing = {SPACING} angstrom")
print(f"max error, recursion vs dense inverse = {err_chain:.1e} 1/eV")
print(f"max error, real-space cluster = {err_cluster:.1e} 1/eV")
print(f"max error, energy integral vs k-sum = {err_dos:.1e} 1/eV")
print(f"max DMFT self-consistency error = {err_dmft:.1e} 1/eV")
print(f"thick barrier vs bulk Sigma, error = {err_bulk:.1e} eV")
print(f"bulk Sigma at z = 0.3i eV: {sigma_bulk:.6f} eV")
for n in (10, 20, 40):
    print(f"N={n}: operations recursion {ops_chain[n]}, dense {ops_dense[n]}")
print(f"recursion operations per added layer = {slope:.0f}")
print(f"Matsubara frequency = {z_mats.imag:.5f} eV at kT = {kt} eV")
for n in (5, 20, 80):
    print(f"N={n}: DMFT iterations = {iterations[n]}")
print("Three layers, omega = 0:")
print(f"in-plane energy = {eps_show} eV")
print(f"Sigma_1 = {sigma3[0]:.6f} eV")
print(f"Sigma_2 = {sigma3[1]:.6f} eV")
print(f"lead L = {lead_show:.6f} eV")
print(f"y_1 = {y3[0]:.6f} eV")
print(f"y_2 = {y3[1]:.6f} eV")
print(f"L_1 = {y3[0] - left3[0]:.6f} eV")
print(f"L_2 = {y3[1] - left3[1]:.6f} eV")
print(f"R_2 = {y3[1] - right3[1]:.6f} eV")
print(f"G_22 at this energy = {green3[1]:.6f} 1/eV")
print(f"local G_2 after integration = {local3[1]:.6f} 1/eV")
print("Fifteen layers, omega = 0, density of states per site:")
for a in range(8):
    print(f"layer {a + 1}: {a15[a]:.5e} 1/eV")
print(f"centre |Sigma| = {abs(sigma15[7]):.4e} eV")
print(f"cosh(kappa): DMFT {cosh_measured:.7f}, law {cosh_predicted:.7f}")
print(f"cosh(kappa) at U=1.4 eV: DMFT {decay[1.4][2]:.7f}, "
      f"law {decay[1.4][3]:.7f}")
print(f"kappa = {kappa:.5f} per layer")
print(f"decay length = {SPACING / kappa:.4f} angstrom"
      f" = {SPACING / kappa / BOHR:.4f} bohr")
print(f"threshold U = {u_threshold:.5f} eV = {u_threshold / HARTREE:.6f} hartree")
print(f"U=1 eV centre DOS: N=15 {metal15:.5f}, N=31 {metal31:.5f} 1/eV")
print("Seven layers, centre density of states:")
print(f"with leads, Im z = 1e-5 eV: {with_leads:.4e} 1/eV")
print(f"without leads, Im z = 1e-5 eV: {no_leads:.4e} 1/eV")
print(f"without leads, Im z = 1e-4 eV: {no_leads_wide:.4e} 1/eV")
print(f"with leads, omega = {U_INT / 2} eV: {ldos(loc_a)[3]:.5f} 1/eV")
print("success")
```

Running it gives:

```
hopping t = 0.25 eV, interaction U = 1.5 eV
layer spacing = 4.0 angstrom
max error, recursion vs dense inverse = 4.4e-16 1/eV
max error, real-space cluster = 6.7e-16 1/eV
max error, energy integral vs k-sum = 1.5e-10 1/eV
max DMFT self-consistency error = 1.7e-10 1/eV
thick barrier vs bulk Sigma, error = 1.8e-10 eV
bulk Sigma at z = 0.3i eV: -0.000000-1.082503j eV
N=10: operations recursion 66, dense 1910
N=20: operations recursion 136, dense 15620
N=40: operations recursion 276, dense 126440
recursion operations per added layer = 7
Matsubara frequency = 0.07854 eV at kT = 0.025 eV
N=5: DMFT iterations = 30
N=20: DMFT iterations = 33
N=80: DMFT iterations = 33
Three layers, omega = 0:
in-plane energy = 0.3 eV
Sigma_1 = 0.000000-2.879800j eV
Sigma_2 = -0.000000-7.867367j eV
lead L = -0.150000+0.200000j eV
y_1 = -0.300000+2.879800j eV
y_2 = -0.300000+7.867367j eV
L_1 = -0.150000+3.079800j eV
L_2 = -0.299014+7.887612j eV
R_2 = -0.299014+7.887612j eV
G_22 at this energy = -0.004759-0.126277j 1/eV
local G_2 after integration = -0.000000-0.125963j 1/eV
Fifteen layers, omega = 0, density of states per site:
layer 1: 1.01145e-01 1/eV
layer 2: 2.08487e-02 1/eV
layer 3: 4.34878e-03 1/eV
layer 4: 9.07622e-04 1/eV
layer 5: 1.89447e-04 1/eV
layer 6: 3.96116e-05 1/eV
layer 7: 8.61121e-06 1/eV
layer 8: 3.44448e-06 1/eV
centre |Sigma| = 9.2411e+04 eV
cosh(kappa): DMFT 2.4999993, law 2.5000000
cosh(kappa) at U=1.4 eV: DMFT 1.9200000, law 1.9200000
kappa = 1.56680 per layer
decay length = 2.5530 angstrom = 4.8244 bohr
threshold U = 1.22474 eV = 0.045009 hartree
U=1 eV centre DOS: N=15 0.27785, N=31 0.27785 1/eV
Seven layers, centre density of states:
with leads, Im z = 1e-5 eV: 1.8317e-03 1/eV
without leads, Im z = 1e-5 eV: 1.6912e-05 1/eV
without leads, Im z = 1e-4 eV: 1.6912e-04 1/eV
with leads, omega = 0.75 eV: 0.41356 1/eV
success
```
